Where an image energy changes sign behind an oxide-covered metal

**Problem**

Silicon fills z > 0, silicon dioxide fills −t < z < 0, and a perfect metal at zero potential fills z < −t. A fixed point charge q sits in the silicon at z = d. Its image energy W(d) is its electrostatic energy relative to the same charge deep in the silicon. Positive W is called repulsive here, negative W attractive.

(a) Show that W changes sign at one distance only, and find that distance in units of t for permittivities ε_s = 11.7 and ε_ox = 3.9.

(b) Find where the force changes sign, which is a different question.

(c) Give the distances and energies for q = e and t = 2 nm.

Use Gaussian units. The permittivities are static and local, the interfaces are sharp and flat, and the silicon holds no free carriers and no applied field.

**Hints**

1. The oxide polarizes less than silicon and by itself repels the charge. The metal attracts it. Ask which one a close charge sees, and which one a distant charge sees.
2. Fourier transform along the plane. Each wave number k then has one reflection coefficient R(k).
3. Expand R in powers of exp(−2kt). Each term integrates to one image charge.
4. To count the zeros of W, study d·W instead of W.

**Solution**

*Step 1: the reflection coefficient.* The potential obeys ∇·(ε∇φ) = −4πqδ(r − r₀). For wave number k along the plane, this becomes in silicon

φ_k″ − k²φ_k = −(4πq/ε_s) δ(z − d).

The function A exp(−k|z−d|) has a slope jump of −2kA at z = d, so A = 2πq/(ε_s k). To it we may add a solution that decays into the silicon:

φ_k = A [exp(−k|z−d|) + R exp(−k(z+d))],  z > 0.

In the oxide the potential must vanish at the metal, hence

φ_k = B sinh k(z+t),  −t < z < 0.

At z = 0 both φ and ε ∂φ/∂z are continuous. Just above the interface the first exponential rises with z and the second falls, so

A exp(−kd)(1 + R) = B sinh kt,

ε_s k A exp(−kd)(1 − R) = ε_ox k B cosh kt.

Dividing the second equation by the first gives ε_s(1 − R)/(1 + R) = ε_ox coth kt, and therefore

R = (ε_s − ε_ox coth kt)/(ε_s + ε_ox coth kt).

For kt ≫ 1 the field does not reach the metal, and R is positive because ε_s > ε_ox. For kt → 0 the metal dominates and R → −1.

*Step 2: the energy.* The R term is the induced potential. At the charge, after the angular integral, it is

φ_ind(d) = ∫₀^∞ (k dk/2π)(2πq/ε_s k) R exp(−2kd) = (q/ε_s) ∫₀^∞ R exp(−2kd) dk.

It is proportional to q. Building the charge up from zero therefore costs half the product of final charge and final potential:

W = qφ_ind(d)/2 = (q²/2ε_s) ∫₀^∞ R exp(−2kd) dk.

The metal is at zero potential, so charge flowing onto it adds no work. The factor 1/2 can be checked through the force. Differentiating W gives

−dW/dd = (q²/ε_s) ∫₀^∞ k R exp(−2kd) dk.

With the source held fixed at d, the induced potential at height z contains exp(−k(z+d)). Its field at z = d, multiplied by q, gives the same integral.

*Step 3: the images.* Define

u = exp(−2kt),  β = (ε_s − ε_ox)/(ε_s + ε_ox).

Since coth kt = (1+u)/(1−u),

R = [ε_s(1−u) − ε_ox(1+u)]/[ε_s(1−u) + ε_ox(1+u)] = (β − u)/(1 − βu).

The last form follows on dividing top and bottom by ε_s + ε_ox. Now expand 1/(1 − βu) = Σ βᵐuᵐ. The coefficient of uⁿ in R, for n ≥ 1, is β·βⁿ − βⁿ⁻¹ = −(1−β²)βⁿ⁻¹, so

R = β − (1−β²) Σ_{n≥1} βⁿ⁻¹ uⁿ.

Each power integrates as ∫₀^∞ exp(−2k(d+nt)) dk = 1/[2(d+nt)]. With x = d/t,

W = (q²/4ε_s t) F(x),

F(x) = β/x − (1−β²) Σ_{n≥1} βⁿ⁻¹/(x+n).

The first term is an image of the same sign as q, at depth d below the silicon surface. The others have the opposite sign and lie at depths d + 2nt. Because Σ βⁿ⁻¹ = 1/(1−β), the images add up to β − (1+β) = −1 in units of q, as a metal seen from afar requires.

*Step 4: one zero.* Multiply F by x:

xF = β − (1−β²) Σ βⁿ⁻¹ x/(x+n).

Each fraction x/(x+n) rises steadily from 0 to 1. Hence xF falls steadily from β to β − (1+β) = −1. It passes through zero once, and so does W.

*Step 5: the number.* Here ε_s/ε_ox = 3 and β = 1/2. Setting xF = 0 gives

Σ_{n≥1} 2^{−(n−1)} x/(x+n) = (1/2)/(3/4) = 2/3.

At x = 1 the sum can be done in closed form, from −ln(1−β) = Σ βᵐ/m:

Σ 2^{−(n−1)}/(n+1) = 4(ln 2 − 1/2) = 4 ln 2 − 2.

Thus F(1) = 1/2 − (3/4)(4 ln 2 − 2) = 2 − 3 ln 2 = −0.079. At x = 0.5 the series gives F = +0.261. The root lies between, at x₀ = 0.78248. There the first five terms of the sum are

0.43898 + 0.14061 + 0.05172 + 0.02045 + 0.00846 = 0.66022,

and the remaining terms bring it to 0.66667. The answer to (a) is

d₀ ≈ 0.78 t.

A direct solution of Poisson's equation on a grid, which uses neither R nor images, puts the zero at 0.7822 t.

*Step 6: the force.* Differentiating the series gives

x²F′ = −β + (1−β²) Σ βⁿ⁻¹ [x/(x+n)]².

This rises steadily from −β to −β + (1+β) = 1, so W has one minimum. Beyond it W climbs towards zero from below, which places the minimum farther out than x₀. Numerically x_m = 2.14. Between 0.78t and 2.14t the energy is already negative, yet the force still pushes the charge away from the oxide.

*Step 7: two limits.* For x ≪ 1, F ≈ β/x: the charge sees an oxide without end. For x ≫ 1, use 1/(x+n) ≈ 1/x − n/x² and Σ nβⁿ⁻¹ = 1/(1−β)². Since (1−β²)/(1−β)² = (1+β)/(1−β) = ε_s/ε_ox,

F ≈ −1/x + (ε_s/ε_ox)/x².

To this order the metal acts as if it lay under a silicon layer of thickness 3t. At x = 10 the formula gives −0.070, against −0.0765 from the series. Its own zero, at x = 3, lies outside its range and is no estimate of x₀.

*Step 8: a 2 nm oxide.* Take a singly ionized donor, with e² = 1.440 eV nm. The energy scale is

e²/(4ε_s t) = 1.440/(4 × 11.7 × 2) eV = 15.4 meV.

The energy vanishes at d₀ = 0.782 × 2 nm = 1.6 nm and is lowest at 2.14 × 2 nm = 4.3 nm. Some values are:

d = 0.5 nm: W = +17.5 meV
d = 1 nm: W = +4.0 meV
d = 2 nm: W = −1.2 meV
d = 4.3 nm: W = −2.5 meV
d = 20 nm: W = −1.2 meV

The values close to the oxide depend on the assumption of a sharp interface. With the 0.3 nm transition layer described below, 17.5 meV becomes 11.6 meV and 4.0 meV becomes 2.0 meV.

The well is about a tenth of the thermal energy, 25.9 meV at 300 K. Because the curve is so flat beyond d₀, adding 2 meV at every distance, little beside the thermal energy but most of the well depth, moves the zero from 1.6 to 2.6 nm and creates a second one at 8.7 nm.

*Beside a real gate stack.* The permittivities are rough typical values, and 2 nm is in the range of thin gate oxides. Changing one assumption at a time moves the zero from 1.6 nm as follows. A metal screening length of 0.05 nm moves it to 1.7 nm if the metal's background permittivity is 1, and to 1.64 nm if it is 2. Replacing the top 0.3 nm of the oxide by a uniform transition layer of permittivity 7 moves it to 1.3 nm. A field of 0.1 MV/cm in the silicon changes the charge's energy by about 16 meV over the distance d₀, far more than the well depth; this energy must be added to W. With the charge at d₀, its own field in the oxide directly below it reaches 0.9 MV/cm, well under a rough breakdown field of 10 MV/cm. For a barrier of 3.1 eV and an effective mass of 0.4 m, where m is the free-electron mass, the exponential tunnelling factor for an electron through the oxide is about 10⁻¹⁰; this is not a rate, which would need a prefactor. A mobile electron is outside the model: its thermal wavelength at 300 K is 4.5 to 9.9 nm for masses of 0.92 m and 0.19 m, larger than d₀.

**Variation 1: another insulator**

How does x₀ depend on the permittivities? Differentiate R at fixed u:

∂R/∂β = [(1−βu) + u(β−u)]/(1−βu)² = (1−u²)/(1−βu)² > 0.

A larger β raises F at every x, so the zero moves outward. For ε_s/ε_ox = 1.5, 2, 3 and 6 it lies at 0.23, 0.42, 0.78 and 1.76 oxide thicknesses. If ε_ox ≥ ε_s, then ε_ox coth kt > ε_s for every k. R is negative throughout, and the energy is attractive at all distances.

The speed of the process matters too. If the charge appears faster than the oxide's ions can respond, ε_ox must be replaced by its electronic value, roughly 2.1. For t = 2 nm the zero then moves to 3.2 nm, twice the static distance.

**Variation 2: free carriers in the silicon**

Let mobile carriers of uniform density n screen with Debye length L = 1/κ, where κ² = 4πe²n/(ε_s k_BT), in linear response and without band bending. In silicon k is replaced by p = √(k²+κ²), so that

R = (ε_s p − ε_ox k coth kt)/(ε_s p + ε_ox k coth kt).

The source amplitude becomes 2πq/(ε_s p). Since k dk = p dp,

W = (q²/2ε_s) ∫_κ^∞ R exp(−2pd) dp.

For weak screening R, written as a function of p, changes only at order κ². The main change is the missing piece of the integral from 0 to κ, where R exp(−2pd) ≈ −1 + 2p(d + 3t), with 3t = (ε_s/ε_ox)t. This is close to −1 when κ(d + 3t) ≪ 1. Hence

ΔW ≈ +q²κ/(2ε_s).

This is the energy a charge gains deep in the silicon from its own screening cloud, and to this order it is lost near the metal. For n = 10¹⁶ cm⁻³, L = 40.9 nm and ΔW ≈ 1.440/(2 × 11.7 × 40.9) eV = 1.5 meV. Here κ(d + 3t) is about 0.2, and the full integral gives a smaller shift, 1.25 meV at d = 2 nm. That is half the well depth, and the zero moves from 1.6 to 2.0 nm although L is twenty times t. At 10¹⁷ cm⁻³ this model puts it at 3.9 nm.

The crossing can vanish altogether. We have

(kt coth kt)² = (kt)² + (kt/sinh kt)² ≤ (kt)² + 1.

If κt ≥ ε_ox/ε_s, then, since also ε_s > ε_ox,

(ε_s pt)² = ε_s²(kt)² + ε_s²(κt)² ≥ ε_ox²[(kt)² + 1] ≥ (ε_ox kt coth kt)².

So R is nowhere negative, and W is positive at every distance. For t = 2 nm this happens in the model when L ≤ 3t = 6 nm, or n ≥ 4.6 × 10¹⁷ cm⁻³ at 300 K.

For real silicon the results at 10¹⁷ cm⁻³ and above are only rough guides. A sphere of radius L then holds less than one carrier on average, so linear screening by a smooth cloud is doubtful. The wave nature of the carriers also keeps them roughly 1 to 2.5 nm away from the oxide. Allowing for this alone moves the zero at 10¹⁷ cm⁻³ to between 4.4 and 6.0 nm, and lowers the limiting density to about 2 to 3 × 10¹⁷ cm⁻³. The value 0.78t therefore belongs to silicon with a negligible density of mobile carriers throughout, including the deep region that fixes the zero of energy. A depleted layer over neutral silicon does not qualify. Near the oxide W keeps its shape, but measured from the neutral bulk it is raised by q²κ/(2ε_s). With 300 nm depleted over 10¹⁶ cm⁻³ the shift is 1.5 meV and W has zeros at 2.2 and 14 nm. With 100 nm depleted over 10¹⁷ cm⁻³ the shift is 4.8 meV and W has no zero in the layer. The depletion field adds its own energy on top of this. The numerical output lists the values for a uniform carrier density.

Calculated quantities

```
permittivity of silicon, of oxide: 11.7, 3.9
beta: 0.5000
energy zero x0 = d0/t: 0.78248
energy zero from Poisson grid, d0/t: 0.7822
energy minimum xm = dm/t: 2.1435
first five terms of the root sum: 0.43898 0.14061 0.05172 0.02045 0.00846
sum of five terms, full sum: 0.66022, 0.66667
eps_s/eps_ox = 1.5: d0/t = 0.2265
eps_s/eps_ox = 2.0: d0/t = 0.4244
eps_s/eps_ox = 3.0: d0/t = 0.7825
eps_s/eps_ox = 6.0: d0/t = 1.7597
oxide thickness: 2.0 nm; temperature: 300 K
e^2: 1.43996 eV nm
energy scale e^2/(4 eps_s t): 15.384 meV
distance of energy zero d0: 1.565 nm
distance of energy minimum dm: 4.287 nm
x = 0.250, d = 0.50 nm: F = +1.1380, W = +17.507 meV
x = 0.500, d = 1.00 nm: F = +0.2606, W = +4.010 meV
x = 1.000, d = 2.00 nm: F = -0.0794, W = -1.222 meV
x = 2.000, d = 4.00 nm: F = -0.1589, W = -2.444 meV
x = 2.144, d = 4.29 nm: F = -0.1593, W = -2.451 meV
x = 5.000, d = 10.00 nm: F = -0.1211, W = -1.862 meV
x = 10.000, d = 20.00 nm: F = -0.0765, W = -1.176 meV
thermal energy kT: 25.85 meV
carriers 1e+16 cm^-3: Debye 40.9 nm, zero at 2.014 nm
carriers 1e+17 cm^-3: Debye 12.9 nm, zero at 3.855 nm
crossing lost at Debye length: 6.00 nm
carrier density at that limit: 4.64e+17 cm^-3
metal screening length 0.05 nm: zero at 1.718 nm
interface layer 0.3 nm, eps 7.0: zero at 1.306 nm
fast oxide response, eps 2.1: zero at 3.248 nm
applied field 0.1 MV/cm in Si, energy over d0: 15.65 meV
peak oxide field below charge at d0: 0.864 MV/cm
oxide barrier, mass for tunnelling: 3.1 eV, 0.4 m
tunnelling factor through oxide: 1.2e-10
electron thermal wavelength, mass 0.19 m: 9.87 nm
electron thermal wavelength, mass 0.92 m: 4.49 nm
```
